# Polarization fluctuations from optical conductivity, and their divergence in metals: a program that tests the result

```python
"""
Result under test (Souza-Wilkens-Martin relation, zero temperature):
    (<X^2> - <X>^2)/V = (hbar/(pi e^2)) * integral_0^inf dw Re sigma(w)/w
X: summed electron position along one axis; V: volume (length L in 1D);
sigma: conductivity for the field held fixed by the boundary conditions.
For a metal with that field held the integral diverges; for an isolated slab
the depolarization field keeps the fluctuation finite.
Lattice models use hbar = e = hopping = spacing = 1.
The film example uses nm, eV and S/cm.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.special import zeta


# ---------- interacting fermions on a small chain or ring ----------
def many_body(sites, particles, stagger, repulsion, ring=False, twist=0.0):
    """Hamiltonian, velocity operator dH/dtwist, and diagonal of X."""
    states = [sum(1 << s for s in c)
              for c in combinations(range(sites), particles)]
    index = {s: k for k, s in enumerate(states)}
    right = np.zeros((len(states), len(states)), complex)
    diagonal = np.zeros(len(states))
    position = np.zeros(len(states))
    bonds = [(i, (i + 1) % sites) for i in range(sites if ring else sites - 1)]
    for k, s in enumerate(states):
        occ = [(s >> i) & 1 for i in range(sites)]
        diagonal[k] = sum(stagger * (-1) ** i * occ[i] for i in range(sites))
        position[k] = sum((i - (sites - 1) / 2) * occ[i] for i in range(sites))
        for i, j in bonds:
            diagonal[k] += repulsion * occ[i] * occ[j]
            if occ[i] and not occ[j]:
                between = sum(occ[min(i, j) + 1:max(i, j)])
                new = s ^ (1 << i) ^ (1 << j)
                right[index[new], k] += (-1) ** between
    hop = -np.exp(-1j * twist) * right
    ham = hop + hop.conj().T + np.diag(diagonal)
    vel = -1j * hop + (-1j * hop).conj().T
    return ham, vel, position


ham, vel, pos = many_body(8, 4, 0.5, 1.0)
energy, vec = np.linalg.eigh(ham)
ground = vec[:, 0]
weight = np.abs(ground) ** 2
variance = weight @ pos**2 - (weight @ pos) ** 2
omega = energy[1:] - energy[0]
v0n = (vec.conj().T @ vel @ ground)[1:]
from_current = np.sum(np.abs(v0n) ** 2 / omega**2)
assert abs(variance - from_current) < 1e-9


def sigma_imag(eta):
    """Length times conductivity at imaginary frequency, by linear solve."""
    matrix = eta * np.eye(len(pos)) + 1j * (ham - energy[0] * np.eye(len(pos)))
    moved = np.linalg.solve(matrix, pos * ground)
    return 2 * np.real(1j * (ground.conj() @ vel @ moved))


node, node_w = np.polynomial.legendre.leggauss(60)
angle = (node + 1) * np.pi / 4
from_imag = sum(w * np.pi / 4 * sigma_imag(np.tan(a)) / (np.sin(a) * np.cos(a))
                for a, w in zip(angle, node_w)) / np.pi
assert abs(from_imag - variance) < 1e-7

# Real-time response to a short field pulse, compared with the Kubo line sum.
times = np.linspace(0, 60, 6001)
vel_eig = vec.conj().T @ vel @ vec


def velocity_after_kick(kick):
    start = vec.conj().T @ (np.exp(1j * kick * pos) * ground)
    psi = np.exp(-1j * np.outer(times, energy)) * start
    return np.real(np.sum(psi.conj() * (psi @ vel_eig.T), axis=1))


kick, eta_test = 1e-4, 0.5
current = (velocity_after_kick(kick) - velocity_after_kick(-kick)) / (2 * kick)
sigma_time = simpson(current * np.exp(-eta_test * times), x=times)
sigma_kubo = np.sum(2 * np.abs(v0n) ** 2 / omega
                    * eta_test / (eta_test**2 + omega**2))
assert abs(sigma_time - sigma_kubo) < 1e-5

# Thermal average: coth factor plus static variance of diagonal elements.
beta = 1.0
prob = np.exp(-beta * (energy - energy[0]))
prob /= prob.sum()
x2_level = np.abs(vec.T) ** 2 @ pos**2
x_level = np.abs(vec.T) ** 2 @ pos
thermal_direct = prob @ x2_level - (prob @ x_level) ** 2
low, high = np.triu_indices(len(pos), 1)
gap_pair = energy[high] - energy[low]
thermal_optical = np.sum((prob[low] - prob[high]) / np.tanh(beta * gap_pair / 2)
                         * np.abs(vel_eig[low, high]) ** 2 / gap_pair**2)
thermal_static = prob @ x_level**2 - (prob @ x_level) ** 2
assert abs(thermal_direct - thermal_optical - thermal_static) < 1e-7

# Ring: overlap of ground states at two twists against current elements.
delta = 1e-3
ring_minus = np.linalg.eigh(many_body(8, 4, 0.5, 1.0, True, -delta / 2)[0])[1]
ring_plus = np.linalg.eigh(many_body(8, 4, 0.5, 1.0, True, delta / 2)[0])[1]
overlap = abs(np.vdot(ring_minus[:, 0], ring_plus[:, 0])) ** 2
ring_metric = (1 - overlap) / delta**2
ring_h, ring_v, _ = many_body(8, 4, 0.5, 1.0, True)
ring_e, ring_u = np.linalg.eigh(ring_h)
ring_j = (ring_u.conj().T @ ring_v @ ring_u[:, 0])[1:]
ring_kubo = np.sum(np.abs(ring_j) ** 2 / (ring_e[1:] - ring_e[0]) ** 2)
assert abs(ring_metric / ring_kubo - 1) < 1e-4


# ---------- free fermions on long open chains ----------
def pair_elements(onsite, filled):
    """Position elements and energies of all filled-to-empty transitions."""
    n = len(onsite)
    h = np.diag(onsite) - np.eye(n, k=1) - np.eye(n, k=-1)
    e, u = np.linalg.eigh(h)
    x = np.arange(n) - (n - 1) / 2
    element = u[:, :filled].T @ (x[:, None] * u[:, filled:])
    return element, e[None, filled:] - e[:filled, None]


def chain_variance(onsite, filled):
    return np.sum(pair_elements(onsite, filled)[0] ** 2)


def band_fluctuation(half_gap):
    """Bulk <dX^2>/L of the staggered chain from interband current elements."""
    def integrand(k):
        e2 = half_gap**2 + 4 * np.cos(k) ** 2
        return np.sin(k) ** 2 * half_gap**2 / e2**2 / np.pi
    edge = np.pi / 2
    return (quad(integrand, 0, edge - 5 * min(half_gap, 0.1))[0]
            + quad(integrand, edge - 5 * min(half_gap, 0.1), edge)[0])


half_gap = 0.5
ins = [chain_variance(half_gap * (-1.0) ** np.arange(n), n // 2)
       for n in (200, 300)]
insulator_open = (ins[1] - ins[0]) / 100
insulator_band = band_fluctuation(half_gap)
assert abs(insulator_open / insulator_band - 1) < 1e-5
small_gap_ratio = band_fluctuation(0.01) * 8 * 0.01
assert abs(small_gap_ratio - 1) < 0.02

metal_law = 7 * zeta(3) / (2 * np.pi**4)
metal_half = chain_variance(np.zeros(800), 400) / 801**2
metal_quarter = chain_variance(np.zeros(800), 200) / 801**2
assert abs(metal_half / metal_law - 1) < 0.01
assert abs(metal_quarter / metal_law - 1) < 0.01

# Disorder: no gap, yet finite. The tolerance covers the sampling scatter.
rng = np.random.default_rng(7)
disorder = {}
for n, samples in ((200, 30), (600, 10)):
    disorder[n] = np.mean([chain_variance(rng.uniform(-2, 2, n), n // 2) / n
                           for _ in range(samples)])
assert 0.7 < disorder[600] / disorder[200] < 1.4


# Isolated metal: random-phase modes with depolarization energy K X^2/(2L).
def isolated_metal(n, stiffness):
    x, gap = pair_elements(np.zeros(n), n // 2)
    keep = np.abs(x) > 1e-10
    u = x[keep] * np.sqrt(2 * gap[keep])
    matrix = np.diag(gap[keep] ** 2) + stiffness / n * np.outer(u, u)
    w2, modes = np.linalg.eigh(matrix)
    return 0.5 * np.sum((modes.T @ u) ** 2 / np.sqrt(w2)) / n


stiffness = 4.0
iso = {n: isolated_metal(n, stiffness) for n in (50, 100)}
held = {n: chain_variance(np.zeros(n), n // 2) / n for n in (50, 100)}
iso_law = 0.5 * np.sqrt((2 / np.pi) / stiffness)
assert abs(iso[100] / iso_law - 1) < 0.03
assert abs(iso[100] / iso[50] - 1) < 0.03 and held[100] / held[50] > 1.9

print("MODELS (hbar = e = hopping = spacing = 1)")
print(f"cluster variance, direct: {variance:.6f}")
print(f"cluster variance, from currents: {from_current:.6f}")
print(f"cluster variance, imaginary axis: {from_imag:.6f}")
print(f"L*sigma(0.5i), pulse / Kubo: {sigma_time:.6f} / {sigma_kubo:.6f}")
print(f"thermal variance, beta=1: {thermal_direct:.6f}"
      f" = {thermal_optical:.6f} + static {thermal_static:.6f}")
print(f"ring metric, twist / Kubo: {ring_metric:.5f} / {ring_kubo:.5f}")
print(f"insulator <dX2>/L, open / band: {insulator_open:.6f}"
      f" / {insulator_band:.6f}")
print(f"8*D*<dX2>/L at half-gap D=0.01: {small_gap_ratio:.4f}")
print(f"metal <dX2>/L^2, law: {metal_law:.5f}")
print(f"  800 sites, 1/2 and 1/4 filled: {metal_half:.5f}, {metal_quarter:.5f}")
print(f"disordered <dX2>/L, 200 / 600 sites: {disorder[200]:.2f}"
      f" / {disorder[600]:.2f}")
print(f"metal, field held, 50 / 100 sites: {held[50]:.3f} / {held[100]:.3f}")
print(f"metal, isolated, 50 / 100 sites: {iso[50]:.4f} / {iso[100]:.4f}"
      f" (limit {iso_law:.4f})")

# ---------- phase-change film, rough typical parameters ----------
charge, hbar = const.e, const.hbar
eps_unit = const.epsilon_0 / charge * 1e-9          # eps0/e^2, 1/(eV nm)
plasma_unit = hbar**2 / (const.epsilon_0 * const.m_e) * 1e27  # eV^2 nm^3
kinetic_unit = hbar**2 / (2 * const.m_e) / charge * 1e18      # eV nm^2
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
temperature = 300.0
kt = const.k * temperature / charge
valence = (2 * 4 + 2 * 5 + 5 * 6) / 9               # s and p electrons per atom
cell_volume = 10.0**3                                # nm^3

# Drude holes in the crystal
hole_density = 0.2                                   # nm^-3
mobility = 20.0                                      # cm^2/(V s)
hole_mass = 0.35                                     # electron masses
sigma0 = hole_density * 1e27 * charge * mobility * 1e-4       # S/m
tau = mobility * 1e-4 * hole_mass * const.m_e / charge
gamma = hbar / tau / charge
hole_plasma2 = hole_density * plasma_unit / hole_mass


def tauc_lorentz(e, p):
    """Imaginary permittivity with amplitude A, centre E0, width C, gap Eg."""
    up = np.maximum(e - p["Eg"], 0.0)
    return (p["A"] * p["E0"] * p["C"] * up**2
            / ((e**2 - p["E0"]**2) ** 2 + (p["C"] * e) ** 2) / e)


def moment(p, power):
    def f(e):
        return tauc_lorentz(e, p) * e**power
    return quad(f, p["Eg"], 10, limit=200)[0] + quad(f, 10, np.inf)[0]


step = 0.05
nodes = step * np.arange(1, 3001)
mids = nodes - step / 2


def loss_integral(p, drude):
    """Integral of Im(-1/eps), eps1 by Kramers-Kronig on staggered grids."""
    source = mids * tauc_lorentz(mids, p)
    real = 1 + 2 / np.pi * step * (
        (1 / (mids[None, :]**2 - nodes[:, None]**2)) @ source)
    eps = real + 1j * tauc_lorentz(nodes, p)
    if drude:
        eps = eps - hole_plasma2 / (nodes * (nodes + 1j * gamma))
    loss = np.imag(-1 / eps)
    strength = moment(p, 1) + (np.pi / 2 * hole_plasma2 if drude else 0)
    tail = p["A"] * p["E0"] * p["C"] / nodes[-1]     # beyond the grid
    ratio = (np.sum(nodes * loss) * step + tail) / strength
    assert abs(ratio - 1) < 0.01
    return np.sum(loss) * step, ratio


films = {
    "amorphous": dict(A=110.0, E0=2.6, C=3.5, Eg=0.6, atoms=30.0,
                      ion_eps=8.0, ion_e=0.010),
    "crystal": dict(A=170.0, E0=1.7, C=2.0, Eg=0.4, atoms=33.0,
                    ion_eps=20.0, ion_e=0.008),
}
print("FILMS (rough Ge2Sb2Te5-like inputs)")
fluct = {}
for name, p in films.items():
    density = valence * p["atoms"]
    area, strength = moment(p, 0), moment(p, 1)
    eps_static = 1 + 2 / np.pi * moment(p, -1)
    full = np.pi / 2 * density * plasma_unit
    assert strength < full
    fluct[name] = eps_unit / np.pi * area
    length = np.sqrt(fluct[name] / density)
    gap_bound = np.sqrt(kinetic_unit / p["Eg"])
    index_bound = np.sqrt(eps_unit / 2 * np.sqrt(density * plasma_unit
                                                 * (eps_static - 1)) / density)
    assert length < index_bound and length < gap_bound
    p_rms = charge * 1e18 * np.sqrt(fluct[name] / cell_volume) * 100
    loss, loss_ratio = loss_integral(p, name == "crystal")
    missing = (full - strength) / 10.0 / area
    ionic = (np.pi / 2 * p["ion_eps"] * p["ion_e"]
             / np.tanh(p["ion_e"] / (2 * kt)) / area)
    print(f"{name}: A={p['A']:.0f} E0={p['E0']} C={p['C']} Eg={p['Eg']} eV,"
          f" {p['atoms']:.0f} atoms/nm3")
    print(f"  valence electrons: {density:.1f} /nm3;"
          f" static electronic eps: {eps_static:.2f}")
    print(f"  integral of eps2: {area:.2f} eV; <dX2>/V: {fluct[name]:.4f} /nm")
    print(f"  localization length: {length:.4f} nm = {length/bohr_nm:.3f} bohr")
    print(f"  bounds, gap / index: {gap_bound:.4f} / {index_bound:.4f} nm")
    print(f"  rms P of (10 nm)^3, field held: {p_rms:.3f} uC/cm2")
    print(f"  isolated slab <dX2>/V: {eps_unit/np.pi*loss:.4f} /nm"
          f" (loss sum rule ratio {loss_ratio:.4f})")
    print(f"  f-sum share: {strength/full:.3f}; missing part at 10 eV"
          f" adds {100*missing:.1f} %")
    print(f"  lattice (d_eps={p['ion_eps']:.0f}, {1000*p['ion_e']:.0f} meV),"
          f" 300 K, adds {100*ionic:.2f} %")

# Logarithmic growth of the Drude part above a cutoff frequency
drude_unit = hbar * sigma0 / (np.pi * charge**2) * 1e-9       # 1/nm


def drude_part(cutoff, thermal=False):
    """Fluctuation above the angular cutoff by quadrature in ln(w)."""
    def f(y):
        w = np.exp(y)
        factor = 1 / np.tanh(hbar * w / (2 * kt * charge)) if thermal else 1.0
        return factor / (1 + (w * tau) ** 2)
    edges = np.linspace(np.log(cutoff), np.log(1e6 / tau), 13)
    return drude_unit * sum(quad(f, a, b)[0]
                            for a, b in zip(edges[:-1], edges[1:]))


print("CRYSTAL HOLES")
print(f"density {hole_density*1e21:.1e} /cm3, mobility {mobility:.0f} cm2/Vs,"
      f" mass {hole_mass}")
print(f"sigma0: {sigma0/100:.0f} S/cm; tau: {tau*1e15:.2f} fs;"
      f" hbar/tau: {gamma:.3f} eV")
print(f"hbar*sigma0/(pi e^2): {drude_unit:.5f} /nm")
for freq in (1e12, 1e9, 1e3):
    cutoff = 2 * np.pi * freq
    closed = drude_unit * 0.5 * np.log1p(1 / (cutoff * tau) ** 2)
    assert abs(drude_part(cutoff) / closed - 1) < 1e-6
    print(f"  Drude part above {freq:.0e} Hz, T=0: {closed:.4f} /nm")
equal = np.exp(-fluct["crystal"] / drude_unit) / tau / (2 * np.pi)
print(f"Drude part equals interband part at cutoff: {equal:.2e} Hz")
cutoff = 2 * np.pi * 1e9
hot = drude_part(cutoff, True)
classical = drude_unit * 2 * kt * charge / (hbar * cutoff)
assert abs(hot / classical - 1) < 0.01
print(f"Drude part above 1 GHz at 300 K: {hot:.1f} /nm")
fermi_k = (3 * np.pi**2 * hole_density) ** (1 / 3)
fermi_e = kinetic_unit * fermi_k**2 / hole_mass
path = hbar * fermi_k * 1e9 * tau / (hole_mass * const.m_e) * 1e9
print(f"Fermi energy: {fermi_e:.3f} eV = {fermi_e/kt:.1f} kT;"
      f" mean free path: {path:.2f} nm; kF*l: {fermi_k*path:.2f}")
sigma_amorphous = 1e-3                               # S/cm, rough, at 300 K
noise_w = (2 * kt * charge * sigma_amorphous * 100
           / (np.pi * charge**2 * fluct["amorphous"] * 1e9))
print(f"amorphous, {sigma_amorphous:.0e} S/cm at 300 K: carrier noise equals"
      f" interband part at cutoff {noise_w/(2*np.pi):.2e} Hz")
print("success")
```

Running it gives:

```
MODELS (hbar = e = hopping = spacing = 1)
cluster variance, direct: 1.115160
cluster variance, from currents: 1.115160
cluster variance, imaginary axis: 1.115160
L*sigma(0.5i), pulse / Kubo: 0.588111 / 0.588111
thermal variance, beta=1: 5.073824 = 4.063821 + static 1.010003
ring metric, twist / Kubo: 1.95450 / 1.95451
insulator <dX2>/L, open / band: 0.242536 / 0.242536
8*D*<dX2>/L at half-gap D=0.01: 1.0000
metal <dX2>/L^2, law: 0.04319
  800 sites, 1/2 and 1/4 filled: 0.04319, 0.04319
disordered <dX2>/L, 200 / 600 sites: 0.47 / 0.46
metal, field held, 50 / 100 sites: 2.240 / 4.402
metal, isolated, 50 / 100 sites: 0.1964 / 0.1980 (limit 0.1995)
FILMS (rough Ge2Sb2Te5-like inputs)
amorphous: A=110 E0=2.6 C=3.5 Eg=0.6 eV, 30 atoms/nm3
  valence electrons: 160.0 /nm3; static electronic eps: 15.60
  integral of eps2: 68.07 eV; <dX2>/V: 1.1974 /nm
  localization length: 0.0865 nm = 1.635 bohr
  bounds, gap / index: 0.2520 / 0.0990 nm
  rms P of (10 nm)^3, field held: 0.554 uC/cm2
  isolated slab <dX2>/V: 0.3516 /nm (loss sum rule ratio 1.0001)
  f-sum share: 0.932; missing part at 10 eV adds 3.5 %
  lattice (d_eps=8, 10 meV), 300 K, adds 0.97 %
crystal: A=170 E0=1.7 C=2.0 Eg=0.4 eV, 33 atoms/nm3
  valence electrons: 176.0 /nm3; static electronic eps: 36.93
  integral of eps2: 108.32 eV; <dX2>/V: 1.9054 /nm
  localization length: 0.1040 nm = 1.966 bohr
  bounds, gap / index: 0.3086 / 0.1211 nm
  rms P of (10 nm)^3, field held: 0.699 uC/cm2
  isolated slab <dX2>/V: 0.3688 /nm (loss sum rule ratio 1.0000)
  f-sum share: 0.837; missing part at 10 eV adds 5.7 %
  lattice (d_eps=20, 8 meV), 300 K, adds 1.51 %
CRYSTAL HOLES
density 2.0e+20 /cm3, mobility 20 cm2/Vs, mass 0.35
sigma0: 641 S/cm; tau: 3.98 fs; hbar/tau: 0.165 eV
hbar*sigma0/(pi e^2): 0.08381 /nm
  Drude part above 1e+12 Hz, T=0: 0.3092 /nm
  Drude part above 1e+09 Hz, T=0: 0.8880 /nm
  Drude part above 1e+03 Hz, T=0: 2.0459 /nm
Drude part equals interband part at cutoff: 5.34e+03 Hz
Drude part above 1 GHz at 300 K: 1047.8 /nm
Fermi energy: 0.356 eV = 13.8 kT; mean free path: 2.38 nm; kF*l: 4.31
amorphous, 1e-03 S/cm at 300 K: carrier noise equals interband part at cutoff 1.37e+06 Hz
success
```
